Strong-coupling counterion profile at one uniformly charged wall

Q: A charged wall in water is covered by a cloud of counterions, and mean-field theory gives its profile. Which system are you treating, and what do you think mean-field theory misses?

A: A flat wall at z = 0 carries a uniform charge of σ_s elementary charges per unit area. Point-like counterions of valence q and opposite sign fill the half-space z > 0 and neutralize it. There is no added salt, and the permittivity ε_r is the same on both sides, so there are no image forces. Two lengths enter,

l_B = e²/(4πε₀ε_r kT),
μ = 1/(2πq l_B σ_s).

At the Bjerrum length l_B, two elementary charges repel with energy kT. The Gouy-Chapman length μ is the height to which kT lifts one ion against the wall's bare attraction, as the next answer shows. Two ions a distance μ apart repel with energy, in units of kT,

Ξ = q² l_B/μ.

Mean-field theory replaces the other ions by a smooth charge cloud. That is doubtful when Ξ is large, because each ion then keeps its neighbours far away.

Q: Show me the bare attraction first. Does it not depend on the size of the wall?

A: Not at heights far below that size, as long as the ion is also far from the edge. I measure the energy from its value at z = 0 and add up rings of radius s:

u_wall(z)/kT = −q l_B σ_s ∫₀^∞ 2πs ds [1/√(s²+z²) − 1/s]
= −2πq l_B σ_s [√(s²+z²) − s]₀^∞
= −2πq l_B σ_s (0 − z)
= z/μ.

From here on lengths are in units of μ, energies in kT, and densities in units of 2πl_Bσ_s². The wall energy is then z, and the wall pulls each ion with force 1. Neutrality in ordinary units is q∫ρ dz = σ_s. The density and length units give

q · 2πl_Bσ_s² · μ = σ_s,

so in reduced units neutrality reads

∫₀^∞ ρ(z) dz = 1.

The total energy is

U = Σ_i z_i + Ξ Σ_{i<j} 1/|r_i − r_j|,

apart from a constant. This constant contains the wall's energy at z = 0, which offsets the large in-plane repulsion. It is the same at every lateral position only in the limit of an unbounded wall; on a finite wall it varies sideways and keeps the ions from crowding at the edge.

Q: The repulsion carries the large factor Ξ. How can you end up with ions that seem to ignore each other?

A: They ignore each other in height, but not sideways. There are σ_s/q ions per unit area. In reduced units this is

n = σ_sμ²/q = 1/(2πΞ),

where I used σ_s = 1/(2πq l_Bμ) and Ξ = q²l_B/μ. The typical lateral spacing is 1/√n = √(2πΞ), much larger than 1, while the wall holds the ions at heights of order 1. The layer is therefore nearly flat on the scale of its own spacing.

Q: Spacing is an average. Two ions might still come close.

A: They might, but at a high price. A pair at distance d ≪ √Ξ costs Ξ/d, which is much more than √Ξ. The energies of the surrounding layer that could push the pair together are of order Ξ divided by the spacing, hence of order √Ξ. Close pairs are thus suppressed exponentially. This is a scaling argument for a laterally correlated layer and not a rigorous theorem; the rest of the derivation relies on it.

Q: Then separate height from lateral position without throwing anything away.

A: Take ion 1 at height z. Let s_j be its lateral distance from ion j, and z_j the height of that ion. Define

W(z) = Ξ Σ_j [1/s_j − 1/√(s_j² + (z−z_j)²)].

The energy is then

U = z − W(z) + (terms that do not contain z).

Those last terms include the in-plane repulsion Ξ/s_j between ion 1 and the others. Integrating the Boltzmann weight over everything except z gives

ρ(z) = C e^(−z) ⟨e^(W(z))⟩.

The average is taken with the terms that do not contain z, so it uses the same ensemble at every z. This matters: the total of all such remainders in the system grows with the number of ions, but the profile depends only on the part belonging to one ion.

Q: How large is that part?

A: Put t = (z−z_j)²/s_j². The function 1 − (1+t)^(−1/2) vanishes at t = 0, and its slope ½(1+t)^(−3/2) lies between 0 and ½. It therefore lies between 0 and t/2, so that

0 ≤ W(z) ≤ (Ξ/2) Σ_j (z−z_j)²/s_j³.

To estimate the sum, let the neighbours be spread evenly outside an empty disc of radius h that has the area of one ion, πh²n = 1. Then h = √(2Ξ), and

Σ_j 1/s_j³ ≈ ∫_h^∞ 2πs n ds/s³ = 2πn/h = 1/(Ξh) = 1/(√2 Ξ^(3/2)).

Multiplied by Ξ, this is of order Ξ^(−1/2). At fixed z, W therefore tends to zero as Ξ → ∞, and ρ = C e^(−z). Neutrality gives C = 1. In ordinary units the leading profile is

ρ(z) = 2πl_Bσ_s² exp(−z/μ).

Q: Mean-field theory also has each ion in the field of the wall. Why does it not give the same exponential?

A: Because it lets an ion feel a laterally smeared cloud. A uniform sheet exerts a force that does not depend on distance. The whole cloud carries as much charge as the wall, so it would exert a total force 1 if it lay on one side of the ion. The part below z pushes the ion outward, and the part above pushes it toward the wall. If u is the mean-field energy, the force toward the wall is

u'(z) = 1 − ∫₀^z ρ dz' + ∫_z^∞ ρ dz' = 2∫_z^∞ ρ dz',

where the last step uses total charge 1. Differentiation gives u'' = −2ρ. With u(0) = 0 and ρ = ρ(0)e^(−u), multiply by u' and integrate:

u'²/2 = 2ρ(0)e^(−u) + K.

Far away both u' and ρ vanish, so K = 0. At the wall u'(0) = 2, which gives ρ(0) = 1. Taking the positive root,

u' = 2e^(−u/2),
(d/dz) e^(u/2) = 1,
e^(u/2) = 1 + z,
ρ(z) = 1/(1+z)².

So in mean field the force starts at 2 and falls as 2/(1+z), and the decay is algebraic. In the strongly coupled layer the neighbours stand beside the ion at large lateral distance, so their vertical force is small. The ion sits in its own hole in the layer and, in the limit Ξ → ∞, feels the bare force 1 at every fixed height.

Q: Both profiles equal 1 at the wall. Is that an accident?

A: No. In equilibrium ρ'(z) = −f(z)ρ(z), where f is the mean force toward the wall on an ion at height z. Integrating from 0 to infinity, with ρ vanishing far away, gives

ρ(0) = ∫₀^∞ f ρ dz.

The right side is the force averaged over all ions. Forces between ions cancel in pairs, and the wall contributes 1 to every ion. Hence ρ(0) = 1 at any Ξ. The contact density cannot tell the two theories apart; the decay can.

Q: Real systems have finite Ξ. What is the first correction?

A: Expand to first order in W and use the small-height form of each term:

⟨W(z)⟩ ≈ (η/2)⟨(z−z')²⟩, with η = Ξ⟨Σ_j 1/s_j³⟩.

At this order the neighbours' heights z' are independent and follow e^(−z'). The integrals of 1, z' and z'² with this weight are 1, 1 and 2, so

⟨(z−z')²⟩ = z² − 2z + 2,
ρ = C e^(−z)[1 + η(z²/2 − z + 1)].

Integrating the polynomial z²/2 − z + 1 with e^(−z) gives 1 − 1 + 1 = 1. Hence C(1+η) = 1, or C ≈ 1 − η, and to first order

ρ(z) = e^(−z)[1 + η(z²/2 − z)].

The contact value stays 1, as it must. The formal mean height is 1 + η(3 − 2) = 1 + η.

For a triangular lattice of spacing a, the area per ion is (√3/2)a² = 2πΞ, so a² = 4πΞ/√3. Summing over the lattice numerically gives Σ(a/s_j)³ = 11.034, and therefore

η = 11.034 Ξ/a³ = 0.565/√Ξ.

The empty-disc estimate above gives 0.71/√Ξ. The two differ in prefactor but share the scaling.

Q: Your correction grows as z². Where does the exponential stop being right?

A: There are two answers. The density itself is accurate while ηz²/2 ≪ 1, that is for z ≪ Ξ^(1/4). The decay rate is accurate over a wider range: the correction to the exponent, ηz²/2, must be small beside z, which requires z ≪ √Ξ. This is the lateral spacing again.

Beyond the spacing the picture changes. Freeze the neighbours in the triangular lattice and lift one ion. The wall and a complete lattice together are neutral, and the field of their lateral ripples dies out exponentially with height. What remains is the missing ion: the vacancy attracts the lifted ion with force Ξ/z². For Ξ = 87.5, where a = 25.2, a numerical lattice sum gives a force of 0.940 at z = 1 and 0.0345 at z = 2a; the second number agrees with Ξ/z² to the digits shown. The energy no longer rises linearly but levels off 14.6 kT above its value in the layer. A Boltzmann factor that levels off cannot keep falling as e^(−z).

So the exponential is the limit at fixed z as Ξ → ∞, not the far tail at finite Ξ. I expect the dilute far region to return to an algebraic mean-field decay, but nothing here proves it. In the opposite limit, Ξ ≪ 1, an area μ² holds n = 1/(2πΞ) ≫ 1 ions, and smearing them is reasonable.

Q: Give me a case with numbers.

A: As an illustration, take rutile titania in water with trivalent counterions. Many simple trivalent metal ions hydrolyse at the pH where titania is strongly negative, so a stable complex ion would be the better candidate. The inputs are rough: 16 µC/cm² of surface charge, 298 K, and ε_r = 78 for water. Then

σ_s = (0.16 C/m²)/e = 0.999 nm⁻²,
l_B = 0.7185 nm,
μ = 1/(2π × 3 × 0.7185 × 0.9986) nm = 0.0739 nm,
Ξ = 9 × 0.7185/0.07393 = 87.5.

The lateral spacing √(q/σ_s) is 1.73 nm, or 23 μ. The contact density is 2π × 0.7185 × 0.9986² = 4.50 nm⁻³, which is 7.5 mol/L. The bare wall field σ/(2ε₀ε_r) is 1.16 MV/cm.

A useful measure is the thickness t that holds 90 % of the ions. The exponential gives 1 − e^(−t) = 0.9, so t = ln 10 = 2.30, or 0.170 nm. Mean field gives 1 − 1/(1+t) = 0.9, so t = 9, or 0.665 nm.

Q: Is 87 large enough? Your expansion parameter is a square root.

A: A simulation that keeps the full Coulomb repulsion can decide. I used Metropolis Monte Carlo with 30 ions in a laterally periodic square cell and averaged over 256 independent copies. Each ion interacts with the nearest image of every other ion; charge outside the cell is smeared and kept to second order in height. A neutral lid at a quarter of the cell width closes the system. Of 700 sweeps, the first 150 were discarded. The reduced densities, averaged over bins of width 0.25, are:

z range: exponential; Ξ = 87; Ξ = 1000; mean field
0.00–0.25: 0.885; 0.875; 0.887; 0.800
1.00–1.25: 0.326; 0.310; 0.323; 0.222
2.00–2.25: 0.120; 0.120; 0.119; 0.103
3.00–3.25: 0.044; 0.049; 0.046; 0.059
4.00–4.25: 0.016; 0.021; 0.018; 0.038
5.00–5.25: 0.006; 0.010; 0.007; 0.027

Between the bins starting at 1 and 5, the mean decay rate of ln ρ is 0.85 at Ξ = 87 and 0.96 at Ξ = 1000. The exponential has 1, and mean field has 0.53 over the same range. The simulated 90 % thickness at Ξ = 87 is 2.60 μ, or 0.192 nm: 13 % above the exponential value and far below the mean-field one.

Q: At z = 5 your exponential is low by a factor of 1.7. Does the correction repair that?

A: Largely. The simulated lateral positions give η = 0.077 at Ξ = 87, somewhat above the lattice value of 0.060. The ions form a disordered layer, in which some neighbours come closer than in the lattice. The last digit is uncertain: a raised ion can stand almost above another, and such rare pairs make the average of 1/s³ over three-dimensional configurations ill-defined. A strictly flat fluid layer gives 0.075. With this η, the condition ηz²/2 ≪ 1 already fails near z = √(2/0.077) ≈ 5. To average the correction over a bin, note that e^(−z)(z²/2 − z) is the derivative of −z²e^(−z)/2. For the last bin this gives 0.0476, so the corrected density is 0.00596 + 0.0766 × 0.0476 ≈ 0.0096, against the simulated 0.0103. Over the 32 bins up to z = 8, the root-mean-square deviation falls from 0.0077 to 0.0017 in reduced density.

Q: And the mean height, which you said should be 1 + η?

A: That works at Ξ = 1000 but not at Ξ = 87. At Ξ = 1000 the simulated mean height is 1.020 ± 0.001, and η is 0.0195. At Ξ = 87, with the lid at about 32 μ, it is 1.149 ± 0.006, while 1 + η is 1.077. The shift from 1 thus grows by a factor of 7.4 between the two couplings, where a pure Ξ^(−1/2) law would give 3.4. At the lower coupling the first-order formula fails for this quantity.

The mean gives much weight to rare, high ions. If the far tail does fall as 1/z², the integral of zρ even diverges logarithmically without a lid. Ions far out supply most of the excess: with the lid at 32 μ, the roughly 0.6 % of ions above z = 8 contribute about 0.08 to the mean, where the first-order profile gives them 0.01. The value 1.149 and the factor 7.4 therefore belong to this lid; in a larger cell with the lid at 175 μ the mean rises to about 1.35 ± 0.08. The 90 % thickness is the safer measure: the same change gives 2.62 ± 0.02 instead of 2.60.

Q: Would a real titania surface show a layer 0.17 nm thick?

A: Not as a simple continuum profile. That thickness is less than the rough size of a water molecule, so a uniform permittivity cannot describe the water inside it. The assumed charge is also high for an oxide in water. At a quarter of it Ξ would be 22, since Ξ is proportional to σ_s, and the exponential would be poorer.

The other assumptions can be sized. For the hydrated ion I assume a radius R of 0.3 nm, which is on the small side for a trivalent one. At a uniformly charged plane the finite radius shifts the start of the leading profile to z = R without changing its decay. The ions then cover 9 % of the area; with R = 0.45 nm it would be 21 %.

For the solid I take a rough permittivity of 100. Rutile's value is direction dependent, but it is of the same order as that of water, which keeps image forces moderate. The image strength is Δ = (78−100)/(78+100) = −0.124. An ion at height R is attracted by its own image with force q²l_B|Δ|/(4R²), 16 % of the bare wall force. For wall charge lying on the interface, charge and image coincide, so the wall force changes by the factor 1 + Δ, a loss of 12 %. At that height the two changes largely offset each other and leave a net attraction of 4 %. The images of the neighbours also attract the ion and add roughly 6 %, so the force toward the wall rises by roughly a tenth there. A larger permittivity of the solid would raise all three contributions in proportion to |Δ|.

Q: Surface charge sits on sites. Surely that is worse.

A: For the local density it matters a great deal. For single charges on a square lattice of spacing 1.0 nm, a lattice sum with equal permittivities on both sides puts an ion at height R lower in energy above a site than above a hollow by 2.9 kT. The solid's larger permittivity would reduce this by the 12 % found above. Without that reduction, and without the ions' mutual repulsion, the density there varies sideways by a factor of about e^2.9 ≈ 18. This contrast depends strongly on R: at 0.4 nm the factor would be only about 4.

The laterally averaged profile suffers less. Treat the variation as its lowest harmonic, A(cos x + cos y), with x and y the lateral phases. The difference between site and hollow is 4A, so A ≈ 0.72 at closest approach. To second order the lateral average of the Boltzmann factor is 1 + A²/2 ≈ 1.26. The harmonic decays as exp(−2πz/d) with site spacing d = 1.0 nm. With t now the height above closest approach in units of μ, the extra term decays as exp(−0.93t), since 2 × 2π × 0.0739/1.0 = 0.93. The averaged profile is proportional to

e^(−t)(1 + 0.26e^(−0.93t)).

Its 90 % thickness follows from e^(−t) + 0.135e^(−1.93t) = 0.1135, where 0.135 = 0.26/1.93. The solution is t ≈ 2.19, about 5 % below 2.30. Keeping all harmonics and the full Boltzmann factor raises 1.26 to 1.34 and gives t ≈ 2.17, about 6 % below. This rough estimate omits the ions' mutual repulsion, and irregular sites could do more.

Q: And the water and the salt?

A: Here the uniform permittivity fails. With ε_r = 78, the field at the surface of the ion is about 6 MV/cm from the ion itself, and 7.3 MV/cm on the side facing the wall, where the wall field adds to it; the smaller contribution of the neighbouring ions is left out. A linear response would need a polarization of ε₀ × 77 × 7.3 × 10⁸ V/m ≈ 0.50 C/m². Full alignment of all water dipoles, about 33 per nm³ with the gas-phase value of just under 1.9 debye each, gives only 0.21 C/m², and dipoles half as large again would give only 0.31 C/m². The water next to the ion is therefore strongly saturated. At the lateral spacing the ion's own field has dropped to about 0.2 MV/cm, but the wall field of 1.16 MV/cm remains, and below the layer the vertical fields of the ions add to it. By the same linear estimate the wall field alone needs 0.08 C/m², between a quarter and two fifths of full alignment for these two dipole values. Below the layer the laterally averaged field is twice the wall field and needs 0.16 C/m², between half and three quarters of full alignment. The water between the ions is therefore less saturated than the water next to them, but its response need not be strictly linear either, and I have not computed what this does to the repulsion between neighbours. With 10 mmol/L of monovalent salt, the Debye length is 3.0 nm, larger than both the lateral spacing and the layer thickness, so I expect little change close to the wall as long as the trivalent ions stay there. A large reservoir with almost no trivalent ions would gradually replace them by monovalent ones. More concentrated salt needs its own treatment. Within its assumptions, then, the model gives a compact layer when Ξ is large. For a real oxide that is a qualitative guide, and the sub-molecular thickness should not be read as a measured distance.
